# KMS Periodicity and the Continuation from Matsubara to Retarded Functions, part 2

An imaginary-time calculation gives a thermal correlation function only at discrete Matsubara frequencies. The problem is to obtain the retarded real-time function from these values and to find what makes the continuation unique. Units are \(\hbar=k_B=1\).

The state is \(\rho=e^{-\beta K}/Z\), with \(K=H-\mu N\) Hermitian on a finite-dimensional space and \(\langle X\rangle=\operatorname{Tr}\rho X\). Evolution is \(A(t)=e^{iKt}Ae^{-iKt}\) and \(A(\tau)=e^{K\tau}Ae^{-K\tau}\). The operators \(A,B\) are both bosonic (\(\zeta=+1\)) or both fermionic (\(\zeta=-1\)). The imaginary-time function is

\[
G(\tau)=\begin{cases}
-\langle A(\tau)B\rangle, & 0<\tau<\beta,\\
-\zeta\langle B A(\tau)\rangle, & -\beta<\tau<0 .
\end{cases}
\]

It obeys \(G(\tau-\beta)=\zeta G(\tau)\) for \(0<\tau<\beta\). Its coefficients are \(G(i\omega_n)=\int_0^\beta d\tau\,e^{i\omega_n\tau}G(\tau)\), where

\[
\omega_n=\frac{2n\pi}{\beta}\ (\zeta=+1),\qquad
\omega_n=\frac{(2n+1)\pi}{\beta}\ (\zeta=-1),\qquad e^{i\beta\omega_n}=\zeta . \tag{3}
\]

With \(K|j\rangle=K_j|j\rangle\), \(p_j=e^{-\beta K_j}/Z\), \(A_{jk}=\langle j|A|k\rangle\) and \(x_{jk}=K_k-K_j\), define

\[
w_{jk}=(p_j-\zeta p_k)A_{jk}B_{kj},\qquad
\mathcal A(\omega)=2\pi\sum_{jk}w_{jk}\,\delta(\omega-x_{jk}),
\]
\[
\Gamma(z)=\sum_{jk}\frac{w_{jk}}{z-x_{jk}},\qquad
D=\beta\sum_{K_j=K_k}p_jA_{jk}B_{kj}.
\]

Then

\[
G(i\omega_n)=\Gamma(i\omega_n)-\delta_{\zeta,1}\delta_{n,0}\,D. \tag{4}
\]

For one fermion level, \(K=\xi c^\dagger c\) and \(f=1/(e^{\beta\xi}+1)\), the retarded function is \(1/(z-\xi)\). The false continuation

\[
F(z)=(1-f)\frac{1-e^{\beta(z-\xi)}}{z-\xi}
\]

agrees with it at every Matsubara frequency but has no pole.

The test system is the two-site Hubbard model,

\[
H=\sum_{i=1,2}\varepsilon_i n_i-J\sum_\sigma(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma})+U\sum_{i=1,2} n_{i\uparrow}n_{i\downarrow},\qquad n_i=n_{i\uparrow}+n_{i\downarrow},
\]

with \(U=4\), \(\varepsilon_1=0.5\), \(\varepsilon_2=-0.5\), \(\mu=1\) in units of \(J\), and \(\beta=2/J\). Its local fermion function has \(A=c_{1\uparrow}\), \(B=c^\dagger_{1\uparrow}\) and total weight \(\sum_{jk}w_{jk}=1\). The numerical output also lists a state with inverse temperature \(3/J\), for which a shift of \(\tau\) by \(2/J\) does not simply reverse the sign of \(G\).

### The retarded and advanced functions

For one level the retarded function was \(1/(z-\xi)\) in the upper half-plane. For general operators define

\[
G^R(t)=-i\theta(t)\langle A(t)B-\zeta BA(t)\rangle,\qquad
G^A(t)=+i\theta(-t)\langle A(t)B-\zeta BA(t)\rangle .
\]

Since \(A(t)_{jk}=e^{-ix_{jk}t}A_{jk}\), the two orderings are

\[
\langle A(t)B\rangle=\sum_{jk}p_jA_{jk}B_{kj}e^{-ix_{jk}t},\qquad
\langle BA(t)\rangle=\sum_{jk}p_kA_{jk}B_{kj}e^{-ix_{jk}t}.
\]

Their combination contains the same weights as the Matsubara function:

\[
\langle A(t)B-\zeta BA(t)\rangle=\sum_{jk}w_{jk}e^{-ix_{jk}t}.
\]

For \(\operatorname{Im}z>0\) the factor \(e^{izt}\) makes the integral over positive times converge:

\[
G^R(z)=\int_0^\infty dt\,e^{izt}G^R(t)
=-i\sum_{jk}w_{jk}\left[\frac{e^{i(z-x_{jk})t}}{i(z-x_{jk})}\right]_0^\infty
=\sum_{jk}\frac{w_{jk}}{z-x_{jk}}=\Gamma(z). \tag{5}
\]

The upper limit vanishes and the lower one enters with a minus sign, which cancels that of \(-i\). For \(\operatorname{Im}z<0\) the integral over negative times converges instead, and

\[
G^A(z)=i\sum_{jk}w_{jk}\int_{-\infty}^0dt\,e^{i(z-x_{jk})t}=\Gamma(z).
\]

One formula therefore describes two physical functions, one in each half-plane. Positive Matsubara frequencies lie in the retarded half and negative ones in the advanced half. At a real frequency the retarded function is the limit from above, \(G^R(\omega)=\Gamma(\omega+i0)\). For a discrete spectrum this limit is meant in the sense of distributions, because \(\Gamma\) has poles on the real axis.

Equations (4) and (5) imply \(G(i\omega_n)=G^R(z=i\omega_n)\) for \(\omega_n>0\). This can be tested without eigenstates, by integrating \(G(\tau)\) over imaginary time and \(G^R(t)\) over real time with damping \(e^{-\omega_nt}\). For the local fermion function both give, in units of \(1/J\),

\[
\begin{aligned}
\omega_0=1.571\,J:&\quad -0.0232-0.3538\,i,\\
\omega_1=4.712\,J:&\quad -0.0266-0.1768\,i,\\
\omega_2=7.854\,J:&\quad -0.0137-0.1173\,i .
\end{aligned}
\]

The same comparison was made for an intersite fermion function, a density-density function and a density-current function, the bosonic ones at \(n\geq1\). The largest difference is \(8\times10^{-14}/J\), which is rounding error. The high-frequency limit is also visible: the total weight is one, so the leading term at \(\omega_2\) is \(1/(i\omega_2)=-0.127\,i\), and the computed imaginary part is 8% smaller in magnitude.

Off the imaginary axis, at \(z=(1+0.2i)J\), real-time integration and the spectral sum both give \((0.2108-0.0989i)/J\). This tests the formula away from the Matsubara points, where the continuation is needed.

### Recovering the spectrum

The difference between the two sides of the real axis isolates the lines. For one pole,

\[
i\left[\frac{1}{\omega-x+i\eta}-\frac{1}{\omega-x-i\eta}\right]
=\frac{2\eta}{(\omega-x)^2+\eta^2}\ \longrightarrow\ 2\pi\delta(\omega-x)\qquad(\eta\to0^+),
\]

because the Lorentzian has area \(2\pi\) for every \(\eta\) and concentrates at \(x\). Multiplying by the weights and summing gives

\[
\mathcal A(\omega)=i\left[\Gamma(\omega+i0)-\Gamma(\omega-i0)\right]. \tag{6}
\]

If \(B=A^\dagger\), then \(w_{jk}=(p_j-\zeta p_k)|A_{jk}|^2\) is real, the two boundary values are complex conjugates, and \(\mathcal A=-2\operatorname{Im}G^R\). For fermions it is nonnegative. For bosons it has the sign of \(\omega\), since \(p_j>p_k\) when \(K_k>K_j\). For unrelated \(A\) and \(B\) the weights may be complex; then (6) holds, but the shorter formula with the imaginary part need not.

The largest local pole lies at \(-0.7415\,J\) with weight 0.27175. Integrating (6) with the measure \(d\omega/(2\pi)\) over a window of half-width \(1000\eta\) around it, with \(\eta=2.9\times10^{-4}J\), returns 0.27160. The Lorentzian loses a fraction \(1-(2/\pi)\arctan1000\approx6.4\times10^{-4}\) of its area outside the window, or 0.00017 in weight. The tails of the other poles, all of positive weight, give part of this back. The observed deficit of 0.00015 fits this account.

### Why the continuation is unique

The single level showed that agreement at the Matsubara points is not enough. Boundedness is an added condition that suffices.

Suppose two functions are analytic for \(\operatorname{Im}z>0\) and agree at all positive \(\omega_n\). Suppose also that both are bounded for \(\operatorname{Im}z\ge\delta\), where \(\delta>0\) is smaller than the lowest positive Matsubara frequency. Their difference \(f\) satisfies \(|f|\le M\) there for some \(M\), and \(f(i\omega_n)=0\). The claim is that \(f=0\).

For each zero introduce the factor

\[
b_n(z)=\frac{z-i\omega_n}{z+i\omega_n-2i\delta}=\frac{u-ia_n}{u+ia_n},\qquad u=z-i\delta,\quad a_n=\omega_n-\delta>0 .
\]

It vanishes at \(z=i\omega_n\). On the line \(\operatorname{Im}z=\delta\), where \(u\) is real, numerator and denominator are complex conjugates and \(|b_n|=1\). At large \(|u|\), \(|b_n|\to1\).

Divide \(f\) by the first \(N\) factors. The quotient \(g_N=f/\prod b_n\) is analytic for \(\operatorname{Im}z\ge\delta\), because each zero of the denominator is cancelled by a zero of \(f\). Apply the maximum principle in a half-disc of radius \(R\) in the variable \(u\). On the straight edge \(|g_N|\le M\). On the arc \(|g_N|\le M/(1-\epsilon_R)\), where \(\epsilon_R\to0\) as \(R\to\infty\) at fixed \(N\). Letting \(R\) grow gives \(|g_N|\le M\) throughout, or

\[
|f(z)|\le M\prod_{n=1}^{N}|b_n(z)|, \tag{7}
\]

where the product runs over the first \(N\) positive frequencies, relabelled from 1.

It remains to follow the product. Write \(u=x+iy\) with \(y=\operatorname{Im}z-\delta>0\). Then

\[
|b_n|^2=\frac{x^2+(y-a_n)^2}{x^2+(y+a_n)^2}=1-\frac{4ya_n}{x^2+(y+a_n)^2}.
\]

For large \(a_n\) this gives \(\ln|b_n|\approx-2y/a_n\), half of the logarithm of the square. The \(a_n\) are spaced by \(2\pi/\beta\), so \(\sum_{n\le N}1/a_n\) grows as \((\beta/2\pi)\ln N\), and

\[
\prod_{n\le N}|b_n|\propto N^{-\beta y/\pi}\to0 .
\]

The left side of (7) does not depend on \(N\), so \(f(z)=0\) for \(\operatorname{Im}z>\delta\). An analytic function that vanishes on an open region vanishes in the whole connected domain, here the upper half-plane.

A numerical check of the power uses \(z=(1+0.5i)J\) and \(\delta=0.1J\), so \(y=0.4J\) and the predicted exponent is \(-2\times0.4/\pi=-0.2546\). The product is 0.1204 for 1000 fermionic factors and 0.0670 for 10000. Over this decade the exponent is \(\log_{10}(0.0670/0.1204)\approx-0.255\), as predicted. The decay is slow, but the proof needs just its limit.

The spectral function \(\Gamma\) belongs to the admissible class, since \(|z-x_{jk}|\ge\operatorname{Im}z\ge\delta\) and hence

\[
|\Gamma(z)|\le\frac1\delta\sum_{jk}|w_{jk}| .
\]

It is therefore the unique continuation of this kind from the positive Matsubara points, and by (5) it is the retarded function. The bosonic point \(n=0\) was not used, so its additional term does no harm.

### What happens to the false continuation

For general operators the function met at the start becomes

\[
F(z)=\int_0^\beta d\tau\,e^{z\tau}G(\tau).
\]

It agrees with \(G(i\omega_n)\) by definition. The integral runs over a finite interval and converges for every complex \(z\), so \(F\) is entire and has no poles at the excitation energies. To see which condition it violates, integrate by parts:

\[
F(z)=\frac{e^{\beta z}G(\beta^-)-G(0^+)}{z}-\frac1z\int_0^\beta d\tau\,e^{z\tau}G'(\tau).
\]

For \(\operatorname{Re}z\to+\infty\) the last integral is itself of order \(e^{\beta z}/z\), so it is smaller than the first term by a factor of order \(1/z\). Thus \(F(z)\approx e^{\beta z}G(\beta^-)/z\) whenever \(G(\beta^-)\ne0\). Along any horizontal line it grows exponentially as \(\operatorname{Re}z\to+\infty\), which excludes it by the boundedness condition. In the opposite direction it decays as \(-G(0^+)/z\).

In the Hubbard model \(G(\beta^-)=-0.402\). At \(z=40J\) the ratio of \(F\) to its leading form is 0.980, a deviation consistent with a correction of order \(1/z\). At \(z=(1+0.2i)J\), the false continuation gives \((-1.893-0.518i)/J\) where the retarded function is \((0.211-0.099i)/J\). The calculation must therefore use \(e^{i\beta\omega_n}=\zeta\) first and replace \(i\omega_n\) afterwards.

### The bosonic zero frequency

Return to one fermion level, but take the density fluctuation \(A=B=\delta n=c^\dagger c-f\), a bosonic operator. It commutes with \(K\), so it does not evolve:

\[
G(\tau)=-\langle(\delta n)^2\rangle=-f(1-f),\qquad G(i\omega_0)=-\beta f(1-f),\qquad G^R(t)=0 .
\]

The Matsubara coefficient at zero frequency is finite while the retarded function vanishes. Both are correct, because they answer different questions. Differentiating the Fermi function gives \(\partial f/\partial\xi=-\beta f(1-f)\), the response of a level in contact with a bath. An isolated level keeps its occupation when its energy is moved, and its response is zero.

To generalize, replace \(K\) by \(K+\lambda Q\) with Hermitian bosonic \(Q\), and set \(A=B=\delta Q=Q-\langle Q\rangle\). From

\[
\frac{d}{ds}\left[e^{sK}e^{-s(K+\lambda Q)}\right]=-\lambda\,e^{sK}Qe^{-s(K+\lambda Q)},
\]

integration from 0 to \(\beta\) gives, to first order in \(\lambda\),

\[
e^{-\beta(K+\lambda Q)}=e^{-\beta K}\left[1-\lambda\int_0^\beta ds\,Q(s)\right].
\]

The trace of this, divided by \(Z\), is \(1-\lambda\beta\langle Q\rangle\), because \(\langle Q(s)\rangle=\langle Q\rangle\). Multiplying by \(Q\), taking the trace and normalizing yields

\[
\frac{d\langle Q\rangle}{d\lambda}
=-\int_0^\beta ds\,\langle Q(s)Q\rangle+\beta\langle Q\rangle^2
=-\int_0^\beta ds\,\langle\delta Q(s)\,\delta Q\rangle=G(i\omega_0). \tag{8}
\]

This is the isothermal response at fixed \(\beta\) and \(\mu\).

Now keep the populations \(p_j\) fixed and let just the eigenstates change. Within each degenerate level choose states that make \(Q\) diagonal. First-order perturbation theory then gives

\[
\sum_jp_j\sum_{K_k\ne K_j}\frac{2|Q_{jk}|^2}{K_j-K_k}
=\sum_{K_k\ne K_j}\frac{(p_j-p_k)|Q_{jk}|^2}{K_j-K_k}=\Gamma(0).
\]

The equality follows by exchanging \(j\) and \(k\) in half of the sum, and \(K_j-K_k=-x_{jk}\) identifies the result with \(\Gamma(0)\). For a discrete spectrum this is also the zero-frequency limit of the retarded function.

The remaining part of (8) comes from the populations. The energies shift by \(\lambda Q_{jj}\), so \(dp_j/d\lambda=-\beta p_j(Q_{jj}-\langle Q\rangle)\), and

\[
\sum_jQ_{jj}\frac{dp_j}{d\lambda}=-\beta\sum_jp_j(Q_{jj}-\langle Q\rangle)^2=-D .
\]

The subtraction of \(\langle Q\rangle\) inside the square is allowed because the changes \(dp_j\) add to zero. The term that the spectral function cannot see is thus the redistribution of population among the levels.

For \(Q=n_1\) in the Hubbard model, \(\lambda\) shifts \(\varepsilon_1\). In units of \(1/J\),

\[
\underbrace{-0.2435}_{G(i\omega_0)}=\underbrace{-0.0756}_{\Gamma(0)}-\underbrace{0.1679}_{D}.
\]

Numerical derivatives of the mean density, at fixed temperature and at fixed populations, reproduce the first two numbers. Here 69% of the isothermal response is absent from the retarded function. The numerical output lists these values with further digits.

### From poles to a cut

In a large system the lines can merge into a continuous \(\mathcal A(\omega)\). The volume is then taken to infinity before \(\operatorname{Im}z\to0\), so that the spacing of the lines is small compared with the distance from the axis. A Lorentzian spectrum with half-width at half maximum \(\gamma>0\) shows what changes:

\[
\Gamma(z)=\int\frac{d\omega'}{2\pi}\,\frac{2\gamma}{(\omega'-\xi)^2+\gamma^2}\,\frac{1}{z-\omega'} .
\]

For \(\operatorname{Im}z>0\), close the contour in the lower half-plane, where the one pole is \(\omega'=\xi-i\gamma\). The clockwise direction gives \(-2\pi i\), and the residue of the Lorentzian is \(2\gamma/(-2i\gamma)\), so \(\Gamma(z)=1/(z-\xi+i\gamma)\). For \(\operatorname{Im}z<0\), closing above gives \(1/(z-\xi-i\gamma)\). On the Matsubara points

\[
\Gamma(i\omega_n)=\frac{1}{i\omega_n-\xi+i\gamma\,\operatorname{sgn}\omega_n}.
\]

The real axis is now a cut, and no single rational function covers both signs of \(\omega_n\). The positive points continue to \(G^R(\omega)=1/(\omega-\xi+i\gamma)\), which decays in time as \(e^{-\gamma t}\). The negative points continue to the advanced function. As \(\gamma\to0\) both branches reduce to the single level, \(1/(z-\xi)\).

## Calculated quantities

```
Energies in J, times in 1/J, hbar = k_B = 1
J = 1.0, U = 4.0, mu = 1.0 J; beta = 2.0 1/J
eps1 = 0.5, eps2 = -0.5 J
Z = 611.87984 (no unit)
n(site 1, up): trace 0.401753, spectral 0.401753
Local fermion function G(tau), no unit:
  G(0+) = -0.598247, G(beta-) = -0.401753
  G(+0.5/J) = -0.277616
  G(-1.5/J) = +0.277616
State with beta = 3.0/J, same tau shift of 2.0/J:
  G(+0.5/J) = -0.219432, G(-1.5/J) = +0.177278
Local G(i omega_n) in 1/J: imaginary time | real time | spectral
  n=0, omega_n=1.57080 J: -0.023164-0.353792j | -0.023164-0.353792j | -0.023164-0.353792j
  n=1, omega_n=4.71239 J: -0.026589-0.176835j | -0.026589-0.176835j | -0.026589-0.176835j
  n=2, omega_n=7.85398 J: -0.013712-0.117272j | -0.013712-0.117272j | -0.013712-0.117272j
Largest periodicity error, all cases: 9.2e-14
Largest imaginary/real-time difference: 7.6e-14
Largest imaginary-time/spectral difference: 7.6e-14
Local poles: 16, total weight 1.000000; largest four:
  x = -0.74149 J, weight = 0.27175
  x = +0.11803 J, weight = 0.22161
  x = +2.74149 J, weight = 0.19581
  x = +4.11803 J, weight = 0.09837
Weight of main pole from jump: 0.27160, eta = 2.87e-04 J
At z = 1.0+0.2j J, in 1/J:
  retarded, real time: 0.210768-0.098937j
  spectral formula:    0.210768-0.098937j
  false continuation:  -1.892743-0.518080j
Growth ratio of false continuation at x = 40 J: 0.9803
Bounding product at z = 1.0+0.5j J, delta = 0.1 J:
  1000 factors 0.12038, 10000 factors 0.06697
  exponent -0.25465, predicted -0.25465
Mean density on site 1: 0.803506
Static density response in 1/J:
  isothermal derivative -0.243495, G(0) -0.243495
  fixed populations -0.075555, Gamma(0) -0.075555
  degenerate-state term D 0.167940
```
